# Germanium fraction and relaxation of a SiGe film from two lattice constants

**Question**

I have a uniform, undoped Si$_{1-x}$Ge$_x$ film on a thick (001) silicon wafer. Its in-plane and out-of-plane lattice constants at room temperature are

$$a_\parallel=0.5479\ \text{nm},\qquad a_\perp=0.5515\ \text{nm}.$$

I want the germanium fraction $x$ and the degree of relaxation $R$, but I seem to need one to get the other. If I put $a_\perp$ straight into Vegard's law I get $x=0.37$. If I assume that the film is coherent with the wafer, the same $a_\perp$ gives $x=0.21$. Neither can be right, because $a_\parallel$ is neither equal to $a_\perp$ nor equal to the silicon value. The elastic constants also depend on the composition I am looking for. How do I do this properly, and how far can I trust the result?

I am using $a_{\rm Si}=0.543102$ nm and these rough values: $a_{\rm Ge}=0.5658$ nm; $C_{11}=166$ GPa and $C_{12}=64$ GPa for Si; $C_{11}=129$ GPa and $C_{12}=48$ GPa for Ge.

**Answer**

Two measured lengths are enough for two unknowns. Elasticity first turns them into the lattice constant $a_0$ that the film would have if it were free. Vegard's law then turns $a_0$ into $x$, and comparing $a_\parallel$ with $a_0$ gives $R$.

**1. What elasticity says**

Strain is measured from the film's own unstrained cubic cell, not from silicon:

$$\varepsilon_\parallel=\frac{a_\parallel-a_0}{a_0},\qquad \varepsilon_\perp=\frac{a_\perp-a_0}{a_0}.$$

Take $z$ along the film normal and assume for now that both in-plane directions have the strain $\varepsilon_\parallel$. In a laterally uniform film nothing depends on $x$ or $y$ (as coordinates), so the $z$ component of force balance reduces to $d\sigma_{zz}/dz=0$. The stress $\sigma_{zz}$ is therefore constant through the film. It vanishes at the free top surface, hence it vanishes throughout. Linear elasticity of a cubic crystal with its axes along $x,y,z$ gives

$$\sigma_{zz}=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0 .$$

With $k=2C_{12}/C_{11}$ this is $\varepsilon_\perp=-k\,\varepsilon_\parallel$. A film squeezed in the plane expands along its normal. Multiplying by $a_0$,

$$a_\perp-a_0=-k(a_\parallel-a_0).$$

Collecting the terms in $a_0$ gives $a_\perp+k a_\parallel=(1+k)a_0$, so

$$a_0=\frac{a_\perp+k a_\parallel}{1+k}.$$

This is a weighted mean of the two measured constants. For $k>0$ it lies between them.

The value of $k$ belongs to the (001) face. For a (111) film with the stiffnesses found below, and $C_{44}$ interpolated between rough values of 80 GPa for Si and 67 GPa for Ge, the corresponding ratio is 0.42 instead of 0.76.

**2. Composition and relaxation**

Measure lengths from silicon:

$$p=a_\parallel-a_{\rm Si},\qquad n=a_\perp-a_{\rm Si},\qquad D=a_{\rm Ge}-a_{\rm Si}.$$

Vegard's law is the assumption $a_0=a_{\rm Si}+xD$. Subtracting $a_{\rm Si}$ from the weighted mean gives $xD=(n+kp)/(1+k)$, or

$$x=\frac{n+kp}{(1+k)D}.$$

The degree of relaxation compares the in-plane misfit that the film has released with the misfit available:

$$R=\frac{a_\parallel-a_{\rm Si}}{a_0-a_{\rm Si}}=\frac{p}{xD}=\frac{(1+k)p}{n+kp}.$$

It is 0 for a coherent film and 1 for a fully relaxed one. It is undefined for $x=0$, where there is no misfit to release. The last form contains no $D$: for a given $k$, $R$ does not depend on Vegard's law.

These formulas also explain your two attempts. Put $p=RxD$ into the elastic relation $n-xD=-k(p-xD)$:

$$n=xD+k(1-R)xD=[1+k(1-R)]\,xD.$$

Using $a_\perp$ alone means taking $n/D$ for the composition, which is too large by the factor $1+k(1-R)$. That is correct only at $R=1$. Assuming coherence divides $n/D$ by $1+k$, which is correct only at $R=0$. For a partly relaxed film the two attempts bracket the answer.

**3. Stiffnesses that depend on $x$**

Interpolate them linearly, $C_{ij}(x)=C_{ij}^{\rm Si}+x\,\Delta C_{ij}$ with $\Delta C_{ij}=C_{ij}^{\rm Ge}-C_{ij}^{\rm Si}$. Multiplying the zero-stress condition by $a_0$ gives

$$F(x)=C_{11}(x)(n-xD)+2C_{12}(x)(p-xD)=0.$$

Each product is of second degree in $x$. Expanding, $F=c_0+c_1x+c_2x^2$ with

$$\begin{aligned}
c_0&=C_{11}^{\rm Si}n+2C_{12}^{\rm Si}p,\\
c_1&=\Delta C_{11}\,n+2\Delta C_{12}\,p-D(C_{11}^{\rm Si}+2C_{12}^{\rm Si}),\\
c_2&=-D(\Delta C_{11}+2\Delta C_{12}).
\end{aligned}$$

Which root is physical? Suppose $F(0)>0>F(1)$. This says that the measured cell is too large for stress-free-normal silicon and too small for germanium. A continuous function that changes sign has a root between, and a quadratic with two roots there would have the same sign at both ends. So there is one root in $(0,1)$. It is

$$x=\frac{2c_0}{-c_1+s},\qquad s=\sqrt{c_1^2-4c_0c_2}.$$

To see this, start from the usual root $(-c_1-s)/(2c_2)$ and multiply top and bottom by $-c_1+s$. The numerator becomes $c_1^2-s^2=4c_0c_2$, and $2c_2$ cancels.

- If $c_2>0$, $F$ must turn positive again beyond $x=1$. Both roots are then positive, and the smaller one, $(-c_1-s)/(2c_2)$, is wanted.
- If $c_2<0$, the product of the roots, $c_0/c_2$, is negative, so there is one positive root. Here $s>|c_1|$, so the formula gives a positive number and hence that root.
- If $c_2=0$, then $F(1)<0$ requires $c_1<0$, so $s=-c_1$ and the formula becomes $-c_0/c_1$, as it should.

**4. Your numbers**

The differences are $p=0.004798$ nm, $n=0.008398$ nm and $D=0.022698$ nm. The stiffness changes are $\Delta C_{11}=-37$ GPa and $\Delta C_{12}=-16$ GPa. In GPa nm,

$$\begin{aligned}
c_0&=166(0.008398)+128(0.004798)=2.008,\\
c_1&=-37(0.008398)-32(0.004798)-294(0.022698)=-7.137,\\
c_2&=69(0.022698)=1.566.
\end{aligned}$$

Here $F(0)=2.008$ and $F(1)=2.008-7.137+1.566<0$, so the root condition holds. Then

$$x=\frac{2(2.008)}{7.137+\sqrt{7.137^2-4(2.008)(1.566)}}=0.301,$$

$$R=\frac{0.004798}{0.3013\times0.022698}=0.70.$$

So within Vegard's law the film has about 30 % germanium and has released about 70 % of its misfit.

At this composition $C_{11}=154.9$ GPa, $C_{12}=59.2$ GPa and $k=0.764$. Using the pure-silicon value $k=0.771$ throughout would have changed $x$ by less than 0.001, so for this film the quadratic matters little numerically. It does remove the circularity.

The free lattice constant is $a_0=0.54994$ nm, which gives $\varepsilon_\parallel=-0.371\,\%$ and $\varepsilon_\perp=+0.284\,\%$. Their ratio is $-0.764$, as required. The film is still compressed in the plane. Its stress follows by eliminating $\varepsilon_\perp=-(2C_{12}/C_{11})\varepsilon_\parallel$:

$$\sigma_\parallel=(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon_\perp
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon_\parallel .$$

The bracket is 168.8 GPa, so $\sigma_\parallel=-0.63$ GPa, with the minus sign meaning compression.

**5. How reading errors propagate**

Differentiate $F(x;n,p)=0$ with respect to all three variables:

$$C_{11}\,dn+2C_{12}\,dp-S\,dx=0,$$

$$S=-\frac{\partial F}{\partial x}=D(C_{11}+2C_{12})-\Delta C_{11}(n-xD)-2\Delta C_{12}(p-xD).$$

With the silicon reference held fixed, $dn=da_\perp$ and $dp=da_\parallel$. Therefore

$$\frac{\partial x}{\partial a_\perp}=\frac{C_{11}}{S}=25.0\ \text{nm}^{-1},\qquad
\frac{\partial x}{\partial a_\parallel}=\frac{2C_{12}}{S}=19.1\ \text{nm}^{-1}.$$

From $R=p/(xD)$ one has $dR=dp/(xD)-(R/x)\,dx$, hence

$$\frac{\partial R}{\partial a_\parallel}=\frac1{xD}-\frac Rx\frac{\partial x}{\partial a_\parallel}=102\ \text{nm}^{-1},\qquad
\frac{\partial R}{\partial a_\perp}=-\frac Rx\frac{\partial x}{\partial a_\perp}=-58\ \text{nm}^{-1}.$$

If each constant has an independent error of 0.0001 nm, adding the contributions in quadrature gives errors of 0.003 in $x$ and 0.012 in $R$. At fixed $R$ and $k$ the slopes of $R$ grow as $1/x$: a dilute film has little misfit, so its degree of relaxation is hard to measure. The absolute error of $x$ stays near 0.003 for the same reading errors, but it too becomes a large fraction of a small $x$.

**6. What the model leaves out**

*Vegard's law.* The lattice constant of SiGe lies somewhat below the straight line. Describe this by

$$a_0=a_{\rm Si}+xD-b\,x(1-x),$$

with a rough $b=0.0027$ nm. Solving the zero-stress condition again with this law gives $x=0.33$, a rise of 0.026, while $R$ changes by less than 0.001. Elasticity has already fixed $a_0$ almost completely, since $k$ varies slowly with composition. The curved law merely assigns a larger $x$ to the same $a_0$. The shift in $x$ is about eight times the reading error above, so quoting $x=0.301$ as the true composition would claim too much.

*Unequal relaxation.* Misfit can be released by different amounts along the two in-plane $\langle110\rangle$ directions. The normal stress then contains $C_{12}(\varepsilon_{xx}+\varepsilon_{yy})$. This sum does not change when the in-plane axes are rotated, and in-plane shear does not enter $\sigma_{zz}$ of a cubic (001) film. The formulas therefore survive if $a_\parallel$ is the mean of the two cubic lattice constants deduced from the two directions. If you measured one direction and the other is longer by 0.0005 nm, the mean is longer by 0.00025 nm. Then $x$ rises by 0.005 and the mean $R$ by 0.025.

*Elastic constants.* Raising $k$ by 5 % at fixed readings lowers $x$ by 0.0019 and raises $R$ by 0.0045.

*Finite strain.* Replace the strains by $\eta_i=[(a_i/a_0)^2-1]/2$ and add to the elastic energy density the cubic terms

$$\frac{C_{111}}6\sum_i\eta_i^3+\frac{C_{112}}2\sum_{i\ne j}\eta_i^2\eta_j+C_{123}\eta_1\eta_2\eta_3 .$$

Setting the derivative with respect to $\eta_3=\eta_\perp$ to zero, with $\eta_1=\eta_2=\eta_\parallel$ fixed, gives

$$C_{11}\eta_\perp+2C_{12}\eta_\parallel+\tfrac12C_{111}\eta_\perp^2+C_{112}(\eta_\parallel^2+2\eta_\parallel\eta_\perp)+C_{123}\eta_\parallel^2=0.$$

With rough silicon-like values $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-70$ GPa, $x$ shifts by about $5\times10^{-5}$ and $R$ by about $-1\times10^{-4}$. These figures come from a partial cancellation: changing $C_{111}$ or $C_{112}$ by 30 % can reverse their sign, but it keeps the shift of $x$ of order $10^{-4}$ and that of $R$ within a few times $10^{-4}$. Linear elasticity is ample for this film.

*Temperature.* Your $R$ describes the film at room temperature. Suppose that it cooled by $\Delta T=600$ K after growth without further dislocation motion. Its in-plane lattice then followed the wafer, whereas its free lattice constant followed its own expansion coefficient $\alpha_{\rm f}$. Undoing the cooling gives

$$R_{\rm growth}=\frac{(a_\parallel-a_{\rm Si})(1+\alpha_{\rm Si}\Delta T)}{a_0(1+\alpha_{\rm f}\Delta T)-a_{\rm Si}(1+\alpha_{\rm Si}\Delta T)} .$$

With rough mean coefficients of $4\times10^{-6}$ K$^{-1}$ for Si and $7\times10^{-6}$ K$^{-1}$ for Ge, interpolated in $x$, the result is 0.67 instead of 0.70. For the same reason, a film fully relaxed at growth would read about $R=1.04$ after cooling with these coefficients: its free cell contracts more than the wafer allows, leaving it in tension.

**7. Reading the result for a real buffer**

A partly relaxed film with roughly 30 % germanium can put a silicon channel grown on it under tension. Whether it is a good buffer also depends on its defect density and surface roughness, which the two lattice constants do not show. Of the effects sized here, the departure from Vegard's law moves the composition most, from 0.30 to about 0.33. A graded buffer also breaks the assumption of one composition, and then a single pair of lattice constants does not describe the whole layer. I have not sized that effect, since it depends on the grading profile.

For the channel itself, the directly useful number is $a_\parallel$. A thin silicon layer grown coherently on this film would have the in-plane strain $p/a_{\rm Si}=0.004798/0.5431\approx0.9\,\%$, in tension. That value needs neither $x$ nor Vegard's law.

As an independent check of the inversion, I searched numerically for the pair $(x,R)$ whose film, with its elastic energy minimized at fixed in-plane strain, has your two lattice constants. The search gave the same $x=0.3013$ and $R=0.7016$. The remaining digits are in the numerical output below.

## Computed results

```
a_Si = 0.543102 nm; a_Ge (rough) = 0.5658 nm; D = 0.022698 nm
Si C11, C12, C44 (rough) = 166, 64, 80 GPa
Ge C11, C12, C44 (rough) = 129, 48, 67 GPa
readings: a_par = 0.5479 nm, a_perp = 0.5515 nm
excess over Si: p = 0.004798 nm, n = 0.008398 nm
quadratic c0 = 2.008197 GPa nm
quadratic c1 = -7.137455 GPa nm
quadratic c2 = 1.566158 GPa nm
germanium fraction x = 0.30128 (dimensionless)
degree of relaxation R = 0.70162 (dimensionless)
two-variable search: x = 0.30128, R = 0.70162
film C11 = 154.853 GPa, C12 = 59.180 GPa
strain ratio k: (001) = 0.76433, (111) = 0.41917
unstrained film lattice constant a0 = 0.549940 nm
strains: e_par = -0.3710 %, e_perp = 0.2836 %
biaxial modulus = 168.80 GPa; in-plane stress = -0.6263 GPa
dx/da_par = 19.109 /nm, dx/da_perp = 25.001 /nm
dR/da_par = 101.731 /nm, dR/da_perp = -58.224 /nm
independent reading errors of 0.0001 nm each:
  error of x = 0.0031, error of R = 0.0117
x from a_perp alone = 0.3700
x if wrongly taken as coherent = 0.2094
x with k of pure Si: k = 0.77108, x = 0.30093
bowing 0.0027 nm (rough): x = 0.3275, R = 0.7015
  shift of x = +0.0262, shift of R = -0.00008
C111, C112, C123 (rough) = -800, -450, -70 GPa
  shift of x = +4.80e-05, shift of R = -1.12e-04
k higher by 5 %: shift of x = -0.0019, of R = +0.0045
other in-plane direction longer by 0.0005 nm:
  shift of x = +0.0048, shift of mean R = +0.0250
mean expansion (rough): Si 4.0e-06 /K, Ge 7.0e-06 /K
cooling from growth by 600 K: R at growth = 0.6724
  R at growth minus R at room temperature = -0.0293
largest round-trip error of x or R = 2.0e-14
random cases with one root in (0,1) = 493
```
